# The Friedel Sum Rule and the Residual Resistivity of a Spherical Impurity

An alloying element in a metal line adds a residual resistivity set by how its potential scatters electrons. Suppose the potential is modelled as a well whose depth is chosen by judgement. In the free-electron model below, which stands for no particular alloy and covers only bulk impurity scattering, an impurity with one excess valence electron gives 0.83 μΩ cm per atomic percent. With the well 20% too shallow the result is 0.55, and with it 20% too deep 1.14. The wrong wells attract 0.79 and 1.22 electrons instead of one, so the impurity would keep a net charge and a long-range Coulomb field, which a metal does not permit. The Friedel sum rule turns neutrality into a condition on the phase shifts that enter the resistivity.

## Setting and conventions

Hartree atomic units are used. The host is a gas of independent, spin-degenerate electrons with Fermi wave number \(k_F\). The impurity potential \(V(r)\) is bounded and vanishes for \(r>a\). It is switched on as \(\lambda V\), with \(\lambda\) from 0 to 1 at fixed \(k_F\). With \(E=k^2/2\), the radial equation is

\[
u''=\Big[2\lambda V+\frac{l(l+1)}{r^2}-k^2\Big]u. \tag{1}
\]

Let \(\hat\jmath=kr\,j_l(kr)\), \(\hat y=kr\,y_l(kr)\) and \(W[p,q]=pq'-p'q\), primes meaning \(d/dr\). At large \(r\), \(\hat\jmath\to\sin(kr-l\pi/2)\) and \(\hat y\to-\cos(kr-l\pi/2)\), so \(W[\hat\jmath,\hat y]=k\).

The regular solution \(\varphi\) starts as \(r^{l+1}\). For real \(k>0\) and \(r\ge a\) it is

\[
\varphi=A(\cos\delta_l\,\hat\jmath-\sin\delta_l\,\hat y)\;\to\;A\sin(kr-l\pi/2+\delta_l),\qquad A>0. \tag{2}
\]

Since \(A\) never vanishes, \(\delta_l\) can be followed continuously in \(\lambda\) from \(\delta_l=0\) at \(\lambda=0\). This fixes its branch.

The outgoing solution \(f\) equals \(f_0=i^{l+1}(\hat\jmath+i\hat y)\to e^{ikr}\) for \(r\ge a\). The free regular solution is \(\varphi_0=(2l+1)!!\,k^{-l-1}\hat\jmath\). Hence, with \(W=W[\varphi,f]\) and \(W_0=W[\varphi_0,f_0]\),

\[
W_0=(2l+1)!!\,i^{l+2}k^{-l},\qquad
W=A\,i^{l+1}k(i\cos\delta_l+\sin\delta_l)=A\,i^{l+2}k\,e^{-i\delta_l},
\]
\[
F\equiv \frac{W}{W_0}=|F|e^{-i\delta_l}. \tag{3}
\]

For real \(k\), replacing \(k\) by \(-k\) conjugates \(f\) and leaves \(\varphi\) unchanged, so \(F(-k)=F(k)^*\).

## Charge from the Green function

The radial Green function obeys \((E-H)G=\delta(r-r')\). Its slope jumps by 2 at \(r=r'\), so

\[
G(r,r)=2\varphi(r)f(r)/W. \tag{4}
\]

To integrate it, let a dot mean \(\partial_k\). Differentiating (1) adds a source \(-2k\varphi\) to the equation for \(\dot\varphi\), so

\[
\frac{d}{dr}W[\dot\varphi,f]=\dot\varphi f''-\dot\varphi''f=2k\varphi f. \tag{5}
\]

The leading \(r^{l+1}\) of \(\varphi\) does not depend on \(k\). Thus \(\dot\varphi=O(r^{l+3})\), while \(f=O(r^{-l})\), and \(W[\dot\varphi,f]\) vanishes at the origin. Using \(\dot W=W[\dot\varphi,f]+W[\varphi,\dot f]\),

\[
\int_0^R G\,dr=\frac{W[\dot\varphi,f]_R}{kW}=\frac1k\Big(\frac{\dot W}{W}-\frac{W[\varphi,\dot f]_R}{W}\Big). \tag{6}
\]

Outside the potential \(\varphi=F\varphi_0+cf_0\); the coefficient \(F\) follows from taking the Wronskian with \(f_0\). Since \(F/W=1/W_0\), the \(\varphi_0\) part of the last term in (6) equals its free counterpart. Subtracting the free result leaves

\[
\int_0^R(G-G_0)\,dr=\frac1k\Big(\partial_k\ln F-\frac cW\,w_R\Big),\qquad w_R=W[f_0,\dot f_0]_R. \tag{7}
\]

The occupied charge is \((2\pi i)^{-1}\oint G\,dE\), taken counterclockwise around the spectrum below \(E_F\). The contour starts at \(E_F+i0\), crosses the real axis below every bound level, and ends at \(E_F-i0\). In \(k\) this is a path \(C\) from \(k_F\) to \(-k_F\) through the upper half plane. Bound levels lie at \(k=i\kappa\) with \(\kappa^2\le2\max|V|\), so one path passes above them for every \(\lambda\). With \(dE=k\,dk\), the displaced charge per orbital and spin is

\[
n_l(R)=\frac1{2\pi i}\int_C dk\Big(\partial_k\ln F-\frac cW w_R\Big). \tag{8}
\]

**The first term.** A zero of \(F\) with \(\mathrm{Im}\,k>0\) makes \(\varphi\) proportional to the decaying \(f\). That is a bound state, and it lies below \(C\). At \(\pm k_F\), \(|F|>0\) because \(A>0\). The change of \(\ln F\) along \(C\) is therefore continuous in \(\lambda\), and it is zero at \(\lambda=0\), where \(F=1\). By (3) it equals \(2i\delta_l\) up to a multiple of \(2\pi i\). Both quantities are continuous and start at zero, so the multiple is zero and the first term gives \(\delta_l/\pi\). Bound states need no separate count.

**The second term.** Write \(f_0=p(kr)e^{ikr}\), where \(p(x)=\sum_{m=0}^l b_m(i/x)^m\) and \(b_m=(l+m)!/[m!(l-m)!2^m]\). As in (5), \(dW[f_0,\dot f_0]/dr=-2kf_0^2\). For \(\mathrm{Im}\,k>0\) the Wronskian vanishes at infinity, so \(w_R=2k\int_R^\infty f_0^2dr\). Turning the integration line to \(r=R+it/k\), on which \(f_0\) decays, gives

\[
w_R=2i\,e^{2ikR}\int_0^\infty p(kR+it)^2e^{-2t}dt=i\,e^{2ikR}[1+O(1/R)], \tag{9}
\]

which extends continuously to real \(k\). The factor \(e^{2ikR}\) is exponentially small except near the ends of \(C\). Integration by parts then leaves end contributions of order \(1/R\). To find them, compare (2) with \(F\varphi_0=Ae^{-i\delta_l}\hat\jmath\):

\[
cf_0=A\sin\delta_l\,(i\hat\jmath-\hat y)=iA\sin\delta_l\,(\hat\jmath+i\hat y),\qquad
\frac cW=-(-1)^l\frac{\sin\delta_l\,e^{i\delta_l}}{k}.
\]

Let \(\theta_l=2k_FR+\delta_l\). At \(k_F\) the product \(cw_R/W\) is \(-i(-1)^l\sin\delta_l\,e^{i\theta_l}/k_F\). At \(-k_F\) it is minus the complex conjugate, because \(\partial_k\) changes sign, so \(e^{i\theta_l}\) becomes \(e^{-i\theta_l}\) with the same prefactor. The second term of (8) is therefore

\[
-\frac{1}{2\pi i}\,\frac{1}{2iR}\Big[\frac cW w_R\Big]_{k_F}^{-k_F}
=\frac{-i(-1)^l\sin\delta_l}{4\pi k_FR}\big(e^{-i\theta_l}-e^{i\theta_l}\big)
=-\frac{(-1)^l\sin\delta_l\sin\theta_l}{2\pi k_FR}, \tag{10}
\]

up to \(O(R^{-2})\).

**The sum over \(l\).** The limit \(R\to\infty\) may be taken term by term if the remainders have a summable bound independent of \(R\). By (9), \(|w_R|\le P^2\) with \(P=\sum_m b_m(|k|R)^{-m}\), which falls as \(R\) grows. For \(R\ge R_1>a\), the ratio \(b_{l-j}/b_l\le1/j!\) gives \(P\le(2l-1)!!\,(|k|R_1)^{-l}e^{|k|R_1}\). Also \(c=W_0^{-1}\int_0^a\varphi_0\,2\lambda V\varphi\,dr\). At large \(l\) the centrifugal term dominates, \(\varphi\) is bounded by a constant times \(r^{l+1}\), and \(W/W_0\to1\). Thus \(|c/W|\) is at most a constant times \(a^{2l+3}|k|^{2l}/[(2l+1)!!]^2\), and the remainder is at most a constant times \((a/R_1)^{2l}\), which is summable.

With two spins and \(2l+1\) orbitals,

\[
\Delta N(R)=\frac2\pi\sum_l(2l+1)\delta_l-\frac1{\pi k_FR}\sum_l(2l+1)(-1)^l\sin\delta_l\sin(2k_FR+\delta_l)+O(R^{-2}). \tag{11}
\]

The last sum is the Friedel oscillation of the enclosed charge. As \(R\to\infty\) it vanishes, and neutrality requires the displaced charge to equal the excess valence \(\Delta Z\):

\[
\boxed{\;\Delta Z=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F)\;} \tag{12}
\]

Neutrality is physical input; the rest is a property of (1). A self-consistent potential has an oscillating tail that the finite range leaves out. Band structure and lattice relaxation around the impurity are also absent. If the impurity carries a magnetic moment, each spin has its own phase shifts, and the factor 2 becomes a sum over spins.

## Resistivity in terms of the same phases

Let \(t_l=e^{i\delta_l}\sin\delta_l\). The scattering amplitude is \(k_F^{-1}\sum(2l+1)t_lP_l(\mu)\), where \(\mu\) is the cosine of the scattering angle. A current-carrying distribution varies as the cosine of the angle to the field. After averaging over azimuth, a collision multiplies that cosine by \(\mu\), so the relaxation rate contains \(\sigma_{tr}=2\pi\int|\text{amplitude}|^2(1-\mu)d\mu\). From \(\int P_l^2d\mu=2/(2l+1)\) and \(\int\mu P_lP_{l+1}d\mu=2(l+1)/[(2l+1)(2l+3)]\),

\[
\sigma_{tr}=\frac{4\pi}{k_F^2}\Big[\sum_l(2l+1)|t_l|^2-2\sum_l(l+1)\mathrm{Re}\,t_l^*t_{l+1}\Big].
\]

Splitting \(2l+1=(l+1)+l\) and shifting the index in the second part turns the bracket into \(\sum(l+1)|t_l-t_{l+1}|^2\). Because \(t_l=(e^{2i\delta_l}-1)/2i\), each squared modulus is \(\sin^2(\delta_l-\delta_{l+1})\). Hence

\[
\sigma_{tr}=\frac{4\pi}{k_F^2}S,\qquad S=\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{13}
\]

For dilute, independent impurities of density \(n_i\), \(1/\tau=n_ik_F\sigma_{tr}\) and \(\rho=1/(n\tau)\), where \(n\) is the electron density. An impurity fraction \(c_i\) in a host of valence \(Z_h\) has \(n_i/n=c_i/Z_h\), so

\[
\rho=\frac{4\pi c_i}{Z_hk_F}\,S. \tag{14}
\]

## What the sum rule allows

Define \(x_l=\delta_l-\delta_{l+1}\), so that \(\delta_l=\sum_{j\ge l}x_j\). Since \(\sum_{l=0}^{j}(2l+1)=(j+1)^2\), the constraint and the resistivity involve the same variables:

\[
\sum_l(l+1)^2x_l=\frac{\pi\Delta Z}2,\qquad S=\sum_l(l+1)\sin^2x_l. \tag{15}
\]

Let the phases vanish beyond \(l=L\). Subtract from each \(x_l\) the multiple of \(\pi\) that leaves \(|y_l|\le\pi/2\). This does not change \(S\), and it changes the first sum in (15) by a multiple of \(\pi\). If \(d\) is the distance of \(\Delta Z/2\) from the nearest integer, then \(|\sum(l+1)^2y_l|\ge\pi d\). The Cauchy–Schwarz inequality gives

\[
\pi^2d^2\le\sum_{l=0}^L(l+1)^3\sum_{l=0}^L(l+1)y_l^2=\frac{(L+1)^2(L+2)^2}4\sum_{l=0}^L(l+1)y_l^2 .
\]

With \(\sin^2y\ge4y^2/\pi^2\) on this interval,

\[
S\ge\frac{16\,d^2}{(L+1)^2(L+2)^2}. \tag{16}
\]

For odd \(\Delta Z\), \(d=1/2\), and the impurity must scatter. For even \(\Delta Z\) the bound is zero, and freely chosen phases can reach it: \(\delta_0=\pi\) alone satisfies (12) for \(\Delta Z=2\) and gives \(S=0\). A given potential need not come near this; the \(\Delta Z=2\) well computed below has \(S=0.64\). With \(s\) scattering alone, \(\Delta Z=1\) forces \(\delta_0=\pi/2\) and \(S=1\). The bound weakens as \(L\) grows, because the same charge can be spread over many small phases.

A model potential \(V=-V_0s(r)\) with \(s\ge0\) has one parameter left once its shape is chosen. Differentiating (1) in \(V_0\) gives \(dW[\varphi,\partial_{V_0}\varphi]/dr=-2s\varphi^2\). By (2), the Wronskian outside is \(-kA^2\,\partial\delta_l/\partial V_0\), so with \(u_l=\varphi/A\),

\[
\frac{\partial\delta_l}{\partial V_0}=\frac2k\int_0^a s\,u_l^2\,dr>0. \tag{17}
\]

The sum in (12) rises with \(V_0\), so at most one depth is neutral. For a weak potential \(u_l\approx\hat\jmath\), and \(\sum(2l+1)j_l^2=1\) reduces (12) to \(\Delta Z\approx-(k_F/\pi^2)\int V\,d^3r\). This is the host density of states times the integrated attraction. Phases and \(\Delta Z\) are then both linear in \(V_0\), and \(\rho\propto\Delta Z^2\) for a fixed shape.

## A worked model

Take \(k_F=0.7\) bohr\(^{-1}\), \(Z_h=1\), \(c_i=0.01\) and \(V=-V_0(1-r^2/a^2)^2\) inside \(a\). The radial solutions were computed as power series and matched at \(a\), and \(V_0\) was found by root search on (12). By (14), \(S=1\) corresponds to 3.903 μΩ cm.

For \(\Delta Z=1\) and \(a=4\) bohr, the phases for \(l=0\) to 3 are 0.6005, 0.2550, 0.0363 and 0.0032 rad. Their weighted sum is

\[
0.6005+3(0.2550)+5(0.0363)+7(0.0032)=1.569,
\]

and higher \(l\) supply the small rest of \(\pi/2\). The differences are 0.3455, 0.2187, 0.0331 and 0.0030, so

\[
S\approx0.1147+2(0.0471)+3(0.0011)=0.212,\qquad \rho=3.903\times0.212=0.83\ \mu\Omega\,\text{cm}.
\]

| \(\Delta Z\) | \(a\) (bohr) | \(V_0\) (hartree) | bound electrons | \(\rho\) (μΩ cm) |
|---|---|---|---|---|
| −1 | 4 | −0.283 | 0 | 1.13 |
| 1 | 4 | 0.209 | 0 | 0.83 |
| 2 | 4 | 0.388 | 2 | 2.48 |
| 3 | 4 | 0.545 | 2 | 4.63 |
| 1 | 3 | 0.451 | 2 | 1.90 |
| 1 | 5 | 0.111 | 0 | 0.40 |

From \(\Delta Z=1\) to 3 at \(a=4\), \(\rho\) grows by a factor 5.6 rather than the weak-scattering 9. The weak-potential limit for this shape is \(1.14\,\Delta Z^2\) μΩ cm. The repulsive well lies within 2% of it, while the attractive wells give 0.83, 0.62 and 0.51 times \(\Delta Z^2\) and are outside the quadratic regime. This trend belongs to the chosen well and is not a prediction for real alloys: in copper the measured values for Zn, Ga and Ge, roughly 0.3, 1.4 and 3.7 μΩ cm per atomic percent, rise by more than a factor 9.

For \(\Delta Z=1\) and \(a=3\) the well binds two electrons, at −0.0003 hartree, although it displaces one in total. The continuum has therefore lost one. In the \(s\) channel, \(\delta_0=0.902\) rad gives \(2\delta_0/\pi=0.574\) electrons: the two bound electrons less 1.426 from the \(s\) continuum. The higher \(l\) add the remaining 0.426.

For \(\Delta Z=3\), direct integration of the electron density out to \(R=120\) bohr gives 2.9976 electrons. The oscillating term in (11) predicts a deficit of 0.0025.

The three neutral wells with \(\Delta Z=1\) differ by a factor of nearly five in resistivity. The sum rule fixes the depth but neither the range nor the shape, which need separate input, such as a self-consistent screening calculation. A screened Coulomb potential \(-\Delta Z\,e^{-qr}/r\) with \(q\) fixed by (12) gives 2.8 μΩ cm for \(\Delta Z=1\) and 2.5 for \(\Delta Z=3\) at the same \(k_F\). A numerical search over all phases obeying (12) for \(\Delta Z=1\) found these smallest values of \(S\): 1 for \(L=0\), 0.264 for \(L=1\) and 0.068 for \(L=2\). The bound (16) gives 1, 0.111 and 0.028, so it is attained for \(L=0\) and lies well below the minimum in the other two cases. The well with \(a=4\) has \(S=0.212\), below the \(L=1\) minimum, which its nonzero \(d\) phase permits.
